# Long-wavelength heat conduction by an acoustic branch in two dimensions

Q: I doubt that long waves can matter for heat conduction in a thin sheet. In two dimensions the number of modes per unit frequency falls to zero as the frequency does. Why should the bottom of the spectrum need any care?

A: Because the few modes there also travel very far between collisions, and the two tendencies have to be weighed against each other. Take one branch with $\omega=vq$, from zero up to a top frequency $\omega_D$. Let every mode have the classical heat capacity $k_B$, and let it relax at the rate

$$\frac1\tau=A\omega^2 ,$$

with $A$ constant at fixed temperature. The sheet has area $S$ and an assigned thickness $h$, which serves to express the result as a conductivity per unit cross-section.

In a uniform gradient $dT/dx$ the mean energy of a mode is $k_BT(x)+\delta e$. In the relaxation-time approximation, drift balances collisions. To first order in the gradient,

$$v_x k_B\frac{dT}{dx}=-\frac{\delta e}{\tau}
\quad\Rightarrow\quad \delta e=-k_B v_x\tau\frac{dT}{dx}.$$

The heat flux is $j=(Sh)^{-1}\sum_{\mathbf q}v_x\,\delta e$. The minus sign cancels the one in $j=-\kappa\,dT/dx$, so

$$\kappa=\frac1{Sh}\sum_{\mathbf q}k_Bv^2\cos^2\theta\;\tau .$$

Q: Then do the sum. I expect the factor $q$ from the area element to protect you.

A: For a large sheet $\sum_{\mathbf q}\to S\int q\,dq\,d\theta/(2\pi)^2$. The angular integral of $\cos^2\theta$ is $\pi$, hence

$$\kappa=\frac{k_B}{4\pi h}\int v^2\tau\,q\,dq .$$

Since $q\,dq=\omega\,d\omega/v^2$, the speed cancels. With a lower limit $\omega_{\min}$,

$$\kappa=\frac{k_B}{4\pi h}\int_{\omega_{\min}}^{\omega_D}\frac{\omega\,d\omega}{A\omega^2}
=K\ln\frac{\omega_D}{\omega_{\min}},\qquad K=\frac{k_B}{4\pi Ah}.$$

Your factor is there: it is the $\omega$ in the numerator. It removes one of the two powers in the lifetime and leaves $d\omega/\omega$. Every octave of frequency contributes the same amount, $K\ln2$, and there are infinitely many octaves above zero. The integral therefore diverges logarithmically as $\omega_{\min}\to0$.

Q: An integral can mislead near $q=0$, where the allowed wavevectors are discrete. And how large is $K$?

A: Take round values, $v=6.5$ km/s, $\omega_D=4\times10^{13}$ rad/s, $A=10^{-16}$ s, $h=0.65$ nm and $T=300$ K. Then

$$K=\frac{1.381\times10^{-23}}{4\pi(10^{-16})(0.65\times10^{-9})}
=16.9\ \mathrm{W/(m\,K)} .$$

Now sum over the discrete wavevectors of a periodic square, leaving out $q=0$. Choose its side so that about 500 wavevector spacings fit between the origin and the band edge, then double the side at fixed $\omega_D$. The explicit sum rises by 11.7 W/(m K), and $K\ln2$ is also 11.7 W/(m K). Discreteness gives each finite box a finite sum, but the sum gains another octave at each doubling.

Q: So the cure is simple. No wave longer than the sample fits into it. Put $\omega_{\min}=2\pi v/L$ and you are done.

A: That would be right if nothing happened to a phonon before its wavelength reached $L$. But its free path reaches $L$ much earlier. The path is

$$\ell(\omega)=v\tau=\frac{v}{A\omega^2},$$

and it equals $L$ at

$$\omega_L=\sqrt{\frac{v}{AL}} .$$

For $L=10$ µm this is $2.55\times10^{12}$ rad/s, where the wavelength is 16 nm. Such a wave fits into the sample hundreds of times, yet it crosses from end to end with about one collision. Phonons of still lower frequency are limited by the ends, not by $A\omega^2$.

Stopping the integral sharply at $\omega_L$ gives

$$\kappa\simeq K\ln\frac{\omega_D}{\omega_L}
=\frac K2\ln\frac{A\omega_D^2L}{v}
=\frac K2\ln\frac L{\ell_D},\qquad
\ell_D=\frac v{A\omega_D^2}.$$

The square root in $\omega_L$ has halved the coefficient. Your wavelength cutoff would give $K\ln[\omega_DL/(2\pi v)]=155$ W/(m K) at 10 µm, more than three times the value found below.

Q: A sharp stop is crude. Phonons with $\ell=2L$ still carry heat.

A: Then let the ends act as one more source of scattering, at the rate $v/L$:

$$\frac1\tau=A\omega^2+\frac vL=A(\omega^2+\omega_L^2).$$

The integral now converges at zero frequency:

$$\kappa(L)=K\int_0^{\omega_D}\frac{\omega\,d\omega}{\omega^2+\omega_L^2}
=\frac K2\ln\!\left(1+\frac{\omega_D^2}{\omega_L^2}\right)
=\frac K2\ln\!\left(1+\frac L{\ell_D}\right).$$

For $L\gg\ell_D$ this is the logarithm just found. For $L\ll\ell_D$, where even phonons at the band edge cross freely, $\ln(1+z)\simeq z$ gives $\kappa\simeq KL/(2\ell_D)$. Conductivity proportional to length means a conductance independent of length, as ballistic transport requires. The added rate gives this scaling but not the exact coefficient: counting the modes that cross between absorbing contacts gives $2/\pi$ of this value.

In the example $\ell_D=6500/(1.6\times10^{11})$ m $=40.6$ nm, where $1.6\times10^{11}$ s$^{-1}$ is $A\omega_D^2$. Thus $L/\ell_D=246$ and

$$\kappa(10\ \text{µm})=8.45\times\ln(247)=46.6\ \mathrm{W/(m\,K)} .$$

Q: You chose $v/L$. Had you chosen $2v/L$, or some other rule, might the coefficient of the logarithm have changed again?

A: No, provided the rule depends on $\ell/L$ alone. Let the ends multiply the contribution of each frequency by $F(x)$, with $x=\ell(\omega)/L$. Require $F(0)=1$, and let $F$ fall at large $x$ at least as some inverse power. Because $x\propto\omega^{-2}$ at fixed $L$, we have $d\omega/\omega=-dx/(2x)$. Zero frequency maps to $x=\infty$ and $\omega_D$ maps to $\ell_D/L$, so

$$\kappa(L)=K\int_0^{\omega_D}F\,\frac{d\omega}{\omega}
=\frac K2\int_{\ell_D/L}^{\infty}F(x)\frac{dx}{x}.$$

Only the lower limit contains $L$. Differentiating with respect to it,

$$\frac{d\kappa}{d\ln L}=\frac K2F\!\left(\frac{\ell_D}L\right)\longrightarrow\frac K2
\qquad(L\gg\ell_D).$$

If $1-F$ also vanishes as a power of $x$ at small $x$, integration gives $\kappa=(K/2)[\ln(L/\ell_D)+c]$. The number $c$ depends on the rule and the slope does not. The rate $v/L$ has $F=1/(1+x)$ and $c=0$; the rate $2v/L$ replaces $L$ by $L/2$ and has $c=-\ln2$.

Q: I would still like to see an $F$ that comes from a transport equation.

A: Place absorbing contacts at $x=0$ and $x=L$, where $x$ is again position, and prescribe a uniform gradient $G=dT/dx$ between them. The deviation may now vary along the sample:

$$v\cos\theta\left(k_BG+\frac{d\,\delta e}{dx}\right)=-\frac{\delta e}{\tau}.$$

A phonon moving to the right enters with the temperature of the left contact, so $\delta e(0)=0$ for $\cos\theta>0$. The solution is

$$\delta e=-k_BG\,\ell\cos\theta\left[1-e^{-x/(\ell\cos\theta)}\right].$$

The bracket measures how far the phonon has approached its bulk deviation. Its average over the length, with $y=\ell|\cos\theta|/L$, is

$$f(y)=\frac1L\int_0^L\left[1-e^{-x/(yL)}\right]dx
=1-y\left(1-e^{-1/y}\right).$$

Phonons moving to the left give the same factor by reflection. Averaging over direction with the weight $\cos^2\theta$ of the bulk flux,

$$F\!\left(\frac\ell L\right)=\frac1\pi\int_0^{2\pi}\cos^2\theta\;
f\!\left(\frac{\ell|\cos\theta|}L\right)d\theta .$$

At small $y$, $f\simeq1-y$. At large $y$, expanding the exponential to second order gives $f\simeq1/(2y)$, and therefore $F\simeq2L/(\pi\ell)$. Both requirements on $F$ are met.

Q: What is $c$ for this case? Please do not skip the integral.

A: Fix a direction and put $u=1/y$. Then $dy/y=-du/u$, and the integral runs from $u=0$ to $U=L/(\ell_D|\cos\theta|)$:

$$I=\int_0^U\left[\frac1u-\frac{1-e^{-u}}{u^2}\right]du .$$

Integrate the second term by parts, using $u^{-2}=-d(u^{-1})/du$:

$$I=\int_0^U\frac{1-e^{-u}}u\,du+\left[\frac{1-e^{-u}}u\right]_0^U .$$

The bracket gives $1/U-1$, up to a term of order $e^{-U}/U$. In the remaining integral, another integration by parts gives

$$\int_0^U\frac{1-e^{-u}}u\,du=(1-e^{-U})\ln U-\int_0^Ue^{-u}\ln u\,du
\simeq\ln U+\gamma ,$$

because $\int_0^\infty e^{-u}\ln u\,du=-\gamma$, with $\gamma=0.577$ Euler's constant. Hence $I\simeq\ln U+\gamma-1+1/U$, with errors exponentially small in $L/\ell_D$.

Now average over direction. We need the mean of $\ln|\cos\theta|$ with weight $\cos^2\theta/\pi$. Write $\cos^2\theta=(1+\cos2\theta)/2$ and use one quadrant:

$$\langle\ln|\cos\theta|\rangle=\frac2\pi\int_0^{\pi/2}(1+\cos2\theta)\ln\cos\theta\,d\theta .$$

Let $J=\int_0^{\pi/2}\ln\cos\theta\,d\theta$, which equals the same integral of $\ln\sin\theta$. Adding the two gives $2J=\int_0^{\pi/2}\ln(\tfrac12\sin2\theta)\,d\theta=-\tfrac\pi2\ln2+J$, so $J=-\tfrac\pi2\ln2$. By parts, the other piece is $\int_0^{\pi/2}\tfrac12\sin2\theta\tan\theta\,d\theta=\int_0^{\pi/2}\sin^2\theta\,d\theta=\pi/4$; the boundary term vanishes. The mean is therefore $\tfrac12-\ln2$. It enters with a minus sign, since $\ln U=\ln(L/\ell_D)-\ln|\cos\theta|$. The mean of $|\cos\theta|$ with the same weight is $(4/\pi)(2/3)=8/(3\pi)$. Altogether

$$\kappa(L)\simeq\frac K2\left[\ln\frac L{\ell_D}+\gamma+\ln2-\frac32+\frac{8\ell_D}{3\pi L}\right].$$

So $c=-0.230$, and at 10 µm $\kappa=8.45\times(5.506-0.230+0.003)=44.6$ W/(m K), about 4% below the added-rate value.

One limitation remains. With a prescribed gradient the flux is not uniform. At a contact the phonons just entering carry no deviation, so only those arriving from the other side contribute, and in a long sample the flux there is roughly half that in the middle. Thus $\kappa$ here means average flux divided by gradient. Making the flux uniform would require a temperature profile determined by all modes together. The argument with $F(\ell/L)$ does not cover that problem, and I have not solved it.

Q: How visible is the growth over a practical range of lengths?

A: At fixed temperature and $A$, the two boundary models give these values in W/(m K), the second by quadrature over frequency and angle:

| $L$ | Added rate | Contacts |
|---|---:|---:|
| 0.1 µm | 10.5 | 8.5 |
| 1 µm | 27.4 | 25.4 |
| 10 µm | 46.6 | 44.6 |
| 100 µm | 66.0 | 64.1 |

The asymptotic gain per decade is $(K/2)\ln10=19.5$ W/(m K). The first decade of the added-rate column gains only 16.9, because $L/\ell_D$ is about 2.5 at its start and the 1 in $\ln(1+L/\ell_D)$ still counts. A divergence this slow could pass for saturation if the lengths studied covered a narrow range.

Q: Is two really a special dimension, or would any lattice do this?

A: Keep the same scattering law and the added rate $v/L$, and change the count of modes to $\omega^{d-1}d\omega$. With $w=\omega/\omega_D$ and $\epsilon=\ell_D/L$, the length dependence is

$$\int_0^1\frac{w^{d-1}dw}{w^2+\epsilon}=
\begin{cases}
\epsilon^{-1/2}\arctan\epsilon^{-1/2}, & d=1,\\
\tfrac12\ln(1+1/\epsilon), & d=2,\\
1-\epsilon^{1/2}\arctan\epsilon^{-1/2}, & d=3.
\end{cases}$$

For long samples the first grows as $\sqrt L$, the second as $\ln L$, and the third tends to 1. Lengthening the sample from $10^6\ell_D$ to $10^8\ell_D$ multiplies them by 10.0, 1.33 and 1.00. Two dimensions are marginal for a rate proportional to $\omega^2$.

The exponent matters as much as the dimension. If the rate were $A\omega_D^2(\omega/\omega_D)^s$ with $s<2$, the bulk value in two dimensions would be $K\int_0^1w^{1-s}dw=K/(2-s)$, which is finite. For $s=1.5$ it is 33.8 W/(m K), and a 10 µm sample with the added rate has 27.4. The logarithm therefore rests on the premise that the $\omega^2$ law persists down to $\omega_L$. Dimension alone does not supply it.

Q: You also gave every mode $k_B$. Does quantum statistics remove the divergence?

A: No. With $X=\hbar\omega/(k_BT)$, the heat capacity of a mode is $k_B[(X/2)/\sinh(X/2)]^2\simeq k_B(1-X^2/12)$ at small $X$. The missing part, divided by $\omega$, is integrable at zero, so it shifts the constant and leaves the slope alone. Its leading estimate is $KX_D^2/24$, where $X_D$ is the value at the band edge. Here $X_D=1.02$, which gives 0.73 W/(m K). Quadrature with the full heat capacity and the boundary rate gives 0.70, or 1.5% of the classical 46.6.

Q: What does this say about a real channel material?

A: The parameters lie roughly in the range of the longitudinal acoustic branch of monolayer MoS2, whose measured room-temperature conductivity is, roughly, some tens of W/(m K). The nearness of 46.6 to that range is no confirmation, because $A$ is a round value and one branch is not the whole sheet. A length of 10 µm is also far above that of a short transistor channel. The assumption that a working channel most plainly breaks is suspension, since it normally touches a dielectric. If contact adds a frequency-independent rate $g$, the same integral gives

$$\kappa=\frac K2\ln\!\left(1+\frac{A\omega_D^2}{v/L+g}\right).$$

For an assumed $g=10^{10}$ s$^{-1}$, the 10 µm value falls from 46.6 to 23.4 W/(m K), and with increasing length it only tends to a limit of about 23.9. The substrate has replaced the sample size as the cutoff.

Suspension alone does not guarantee the logarithm either. In a flat, unstretched sheet the out-of-plane bending waves have $\omega\propto q^2$, and a long in-plane phonon can decay into two of them. To lowest order in the elastic coupling, the rate of this decay tends to a constant as $\omega\to0$. For parameters like those of MoS2, with $\omega=\beta q^2$ and $\beta=7\times10^{-7}$ m²/s for the bending waves, it is about $5\times10^9$ s$^{-1}$, well above $v/L=6.5\times10^8$ s$^{-1}$ at 10 µm. At fixed density and in-plane stiffness it varies as $\beta^{-3}$, so a modest error in $\beta$ changes it considerably. Used as a constant $g$ in the formula above, it gives about 28.5 W/(m K) at 10 µm and a limit of about 29.5. These are rough: the rate is constant only at low frequency and rises toward the band edge, and the same coupling lets the in-plane phonon be absorbed by a thermal bending wave at a rate roughly proportional to $\omega$. With bending waves taken as quadratic throughout, the two effects lower both numbers by about 3 W/(m K). Tension changes the bending waves, and with them this estimate. The growth in the table therefore describes the model with a pure $A\omega^2$ law and is not a prediction for suspended MoS2.

Q: And the other things you left out?

A: Each is changed separately here, at $L=10$ µm and with the added boundary rate.

- Point defects with a rate proportional to $\omega^3$, assumed equal to $A\omega^2$ at the band edge, reduce $\kappa$ to 36.9 W/(m K). They fade faster than $A\omega^2$ at low frequency, so the asymptotic slope survives.
- Side edges that add another rate $v/L$ reduce it to 40.7, a loss close to the long-sample value $(K/2)\ln2$.
- At 400 K, with $A\propto T$ as for classical three-phonon scattering, it is 36.7. The prefactor falls by a quarter, and the slightly larger logarithm does not compensate: $\ell_D$ shrinks, but $L/\ell_D$ enters only through its logarithm.
- A transverse branch with $v=4$ km/s, top frequency $3\times10^{13}$ rad/s and the same $A$ would add 45.8. It is comparable because $K$ does not contain the speed.

The largest omission is the flexural branch, $\omega=\beta q^2$, with group velocity $2\beta q$. Then $v_g^2q\,dq=2\omega\,d\omega$, twice the linear-branch expression, while $\ell\propto\omega^{-3/2}$ makes $d\omega/\omega=-\tfrac23dx/x$ for $x=\ell/L$. With the same $A$ and the added rate $v_g/L$,

$$\kappa_{\rm flex}=2K\cdot\frac23\ln\!\left(1+\frac L{\ell_F}\right)
=\frac{4K}3\ln\!\left(1+\frac L{\ell_F}\right),$$

where $\ell_F$ is the free path at the top of that branch. For $\beta=7\times10^{-7}$ m²/s and a top frequency of $3\times10^{13}$ rad/s this is about 104 W/(m K), roughly twice the branch we began with. The quadratic law is stretched here: at the top it gives a group velocity of 9.2 km/s, above the longitudinal sound speed, and a band with the same $\beta$ and top frequency that flattens at the top, $\omega\propto\sin^2$, gives about 90. Sharing $A$ among branches is a guess, so this number shows how much is at stake rather than what the material does. The derived law belongs to one linear branch, for as long as $A\omega^2$ is the scattering that the sample size has to cut off. A substrate can break that condition, and so can decay into bending waves in a suspended sheet.

Numerical values quoted here were computed with a short program.
